\section*{Surface Green Function of a Chain and the Broadening of Filament Levels}

\section{Electrodes of one, two and three atoms}

Let one filament level of energy $\varepsilon_d$ touch an electrode that is a single atom of energy zero, with coupling $-v$. The amplitudes $\psi_d$ and $\psi_1$ of a stationary state obey
\begin{equation}
(E-\varepsilon_d)\psi_d+v\psi_1=0,\qquad E\psi_1+v\psi_d=0 .
\end{equation}
The second equation gives $\psi_1=-v\psi_d/E$. The first then becomes $E-\varepsilon_d-v^2g_1=0$ with $g_1=1/E$. The electrode has been replaced by a real, energy-dependent shift $v^2g_1$, and the levels are sharp.

A further electrode atom, coupled by $-t$, shifts the first electrode atom in the same way. An electrode of $n$ atoms therefore has
\begin{equation}
g_n=\frac{1}{E-t^2g_{n-1}} .
\label{eq:finite}
\end{equation}
Take $t=1$. At $E=5/2$ the sequence is $2/5,\ 10/21,\ 42/85,\dots$ and approaches $1/2$. At $E=1$ it is $1,\ \infty,\ 0,\ 1,\dots$ and never settles. The two energies lie on opposite sides of the band edge $E=2$. Where the real sequence has no limit, the infinite electrode must be treated with a complex energy, and this is where a width can enter.

\section{The surface Green function}

The electrode is a semi-infinite chain with one orthogonal orbital per site $j=1,2,\dots$, site energy zero and hopping $-t$, $t>0$. The electrons are non-interacting and $\hbar=1$. With $H$ the chain Hamiltonian, define
\begin{equation}
g(z)=\langle 1|(z-H)^{-1}|1\rangle,\qquad \operatorname{Im}z>0 .
\end{equation}
The retarded function $g(E)$ is the limit $z\to E+i0$.

Let $\phi=(z-H)^{-1}|1\rangle$, so that $\phi_1=g$. The first row of $(z-H)\phi=|1\rangle$ is
\begin{equation}
z\phi_1+t\phi_2=1 .
\label{eq:row}
\end{equation}
The other rows say that the chain starting at site 2 is driven by a source $-t\phi_1$ on its end. That chain is identical to the original one, so $\phi_2=-tg\phi_1$. Inserting this in (\ref{eq:row}) gives $(z-t^2g)g=1$, or
\begin{equation}
t^2g^2-zg+1=0 .
\label{eq:quad}
\end{equation}

To select the root, put $\lambda=tg$ and divide (\ref{eq:quad}) by $\lambda$:
\begin{equation}
z=t\left(\lambda+\frac1\lambda\right).
\label{eq:lambda}
\end{equation}
The two roots have product one. If $|\lambda|=1$, then $\lambda=e^{i\theta}$ and $z=2t\cos\theta$ is real. Hence $|\lambda|\neq1$ throughout the upper half-plane. For large $|z|$ the definition gives $g\simeq1/z$, so $|\lambda|<1$ there. Since $g$ is continuous, $|\lambda|<1$ in the whole half-plane.

For real $|E|>2t$ the roots of (\ref{eq:quad}) are real, and the one of smaller modulus is
\begin{equation}
g(E)=\frac{E-\operatorname{sgn}(E)\sqrt{E^2-4t^2}}{2t^2},\qquad |E|\ge2t .
\label{eq:gout}
\end{equation}
For $|E|<2t$ both moduli tend to one, and the sign of the imaginary part must come from the approach to the axis. Write $\lambda=re^{i\theta}$ with $r<1$. Equation (\ref{eq:lambda}) gives
\begin{equation}
\operatorname{Im}z=t\left(r-\frac1r\right)\sin\theta>0 .
\end{equation}
The bracket is negative, so $\sin\theta<0$ and $\operatorname{Im}g<0$:
\begin{equation}
g(E)=\frac{E-i\sqrt{4t^2-E^2}}{2t^2},\qquad |E|<2t .
\label{eq:gin}
\end{equation}
Both forms give $\pm1/t$ at $E=\pm2t$.

In the band put $E=-2t\cos k$ with $0<k<\pi$. Then (\ref{eq:gin}) becomes $g=-e^{ik}/t$. Since $dE/dk=2t\sin k>0$, the wave $e^{ikj}$ carries electrons away from the surface. Outside the band the response shrinks by the real factor $-\lambda$ per site and carries no current.

\section{Self-energy and width}

Let a filament with Hamiltonian $H_F$ touch the electrode through its atom 1, with coupling $-v$. The filament amplitude $\psi_1$ drives the electrode surface with a source $-v\psi_1$, so the surface amplitude is $-vg\psi_1$. In the equation of filament atom 1 this adds $v(-vg\psi_1)=-v^2g\psi_1$ to $E\psi_1$. With a second electrode on atom $N$, the filament Green function is
\begin{equation}
G=[E-H_F-\Sigma]^{-1},\quad
\Sigma=v^2g_L|1\rangle\langle1|+v^2g_R|N\rangle\langle N| .
\label{eq:G}
\end{equation}
Split each contact term as $v^2g=\Lambda-\tfrac{i}{2}\Gamma$. From (\ref{eq:gout}) and (\ref{eq:gin}),
\begin{equation}
\Gamma(E)=\begin{cases}\dfrac{v^2}{t^2}\sqrt{4t^2-E^2}, & |E|<2t,\\[2mm] 0,& |E|\ge2t.\end{cases}
\label{eq:gamma}
\end{equation}

The origin of this result is more general than the chain. In terms of the eigenstates $|\alpha\rangle$ of any non-interacting electrode with surface orbital $|s\rangle$,
\begin{equation}
\operatorname{Im}g(E)=-\pi\sum_\alpha|\langle s|\alpha\rangle|^2\delta(E-E_\alpha)=-\pi\rho_s(E),
\end{equation}
so $\Gamma=2\pi v^2\rho_s$. The electrode broadens at energies where it has states that reach the contact.

For an isolated bare level $\varepsilon_n$ with normalized vector $u_n$, first-order perturbation theory in $\Sigma$ moves the pole of $G$ to $\varepsilon_n+u_n^\dagger\Sigma(\varepsilon_n)u_n$. Its imaginary part is $-\gamma_n/2$ with
\begin{equation}
\gamma_n=\Gamma_L(\varepsilon_n)|u_n(1)|^2+\Gamma_R(\varepsilon_n)|u_n(N)|^2 .
\label{eq:width}
\end{equation}
A pole at $E_r-i\gamma/2$ contributes $e^{-iE_r\tau-\gamma\tau/2}$ to the amplitude at time $\tau$. While it dominates, the occupation decays as $e^{-\gamma\tau}$.

In this first-order formula a bare level must lie in an electrode band to acquire a width, but that is not sufficient. If $u_n$ vanishes on every contact atom, then $\Sigma u_n=0$ and the level remains an eigenstate of the whole junction, for any $v$.

\section{Levels outside the band}

Where all electrode bands are closed, $\Sigma=\Lambda$ is real. A level then sits at a real energy $E_b$ that solves
\begin{equation}
[H_F+\Lambda(E_b)]u=E_bu,\qquad u^\dagger u=1 .
\label{eq:bound}
\end{equation}
Let $\mu(E)$ be the corresponding eigenvalue of $H_F+\Lambda(E)$. Its slope is $\mu'=u^\dagger\Lambda'u$, because the change of a normalized eigenvector does not contribute to first order. Near $E_b$ we have $E-\mu(E)\simeq(E-E_b)(1-\mu')$, so
\begin{equation}
G\simeq\frac{Z\,uu^\dagger}{E-E_b},\qquad Z=\frac{1}{1-u^\dagger\Lambda'(E_b)u} .
\label{eq:Z}
\end{equation}
The residue of $G$ is also the filament part of the normalized junction eigenstate times its conjugate, so $Z$ is the probability of finding the electron on the filament. Differentiating (\ref{eq:gout}) gives
\begin{equation}
g'(E)=\frac{1}{2t^2}\left[1-\frac{|E|}{\sqrt{E^2-4t^2}}\right]<0 ,
\label{eq:slope}
\end{equation}
hence $0<Z<1$ when $u$ reaches a contact. The level is sharp, but its state has a decaying tail in the electrode.

The filament weight not carried by sharp levels lies in the band. From $(G^\dagger)^{-1}-G^{-1}=-i\Gamma$, where $\Gamma$ is now the matrix of both contacts, multiplication by $G$ on the left and $G^\dagger$ on the right gives
\begin{equation}
i(G-G^\dagger)=G\Gamma G^\dagger .
\end{equation}
Completeness makes the total spectral weight equal to the number $N$ of filament orbitals. If no decoupled level lies in the band,
\begin{equation}
\int_{\rm band}\frac{dE}{2\pi}\operatorname{Tr}(G\Gamma G^\dagger)+\sum_bZ_b=N .
\label{eq:sum}
\end{equation}

A bare energy inside the band does not rule out a sharp state outside it. For one level on one chain, let $F(E)=E-\varepsilon_d-v^2g(E)$. Above the band $F'=1-v^2g'>0$ and $F\to\infty$, so $F$ has a zero there if and only if $F(2t)<0$. With $g(2t)=1/t$ this is
\begin{equation}
\varepsilon_d>2t-\frac{v^2}{t} .
\label{eq:threshold}
\end{equation}
By symmetry a state lies below the band if and only if $\varepsilon_d<-2t+v^2/t$. For $t=1$ eV and $v=0.90$ eV the upper threshold is 1.19 eV, well inside the band. Diagonalizing a level on a chain of 799 atoms gave no state above the band for $\varepsilon_d=1.09$ eV and one for 1.29 eV.

\section{Transmission through the filament}

Take two identical electrodes with aligned bands, and number the sites of each outward from its contact. On the left, an incoming wave of unit amplitude and its reflection at the cut end form
\begin{equation}
\varphi_j=e^{-ikj}-e^{ikj},\qquad \varphi_1=-2i\sin k .
\end{equation}
Joining the filament adds the response $-vg\psi_1$ at the left surface. The filament equations become $(E-H_F-\Sigma)\psi=-v\varphi_1|1\rangle$, so $\psi_N=-v\varphi_1G_{N1}$. The right surface amplitude is $-vg\psi_N$, and $|g|=1/t$ in the band. Incoming and transmitted waves have equal speed, so the transmission is
\begin{equation}
T=\frac{v^2}{t^2}|\psi_N|^2=\frac{4v^4\sin^2k}{t^2}|G_{N1}|^2=\Gamma_L\Gamma_R|G_{N1}|^2 .
\label{eq:T}
\end{equation}
The last step uses $\Gamma=2v^2\sin k/t$ from (\ref{eq:gamma}).

In the current, the speed $dE/dk$ cancels against the density of states $dk/2\pi$. Each spin thus carries $(e/h)\int T(f_L-f_R)\,dE$ in ordinary units, and for small bias the conductance is
\begin{equation}
\mathcal G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\label{eq:cond}
\end{equation}

\section{A three-atom filament}

Let $t=1$ eV, $v=0.4$ eV, filament site energy 1.2 eV and filament hopping 0.8 eV, with the Fermi energy at zero. The bare levels are $1.2$ and $1.2\pm0.8\sqrt2$ eV, that is 0.069, 1.200 and 2.331 eV. The outer two have vectors $(1,\pm\sqrt2,1)/2$, with total contact weight $1/2$. The middle one is $(1,0,-1)/\sqrt2$, with contact weight 1.

For the middle level (\ref{eq:width}) gives $0.16\sqrt{4-1.44}=0.256$ eV. For the low level it gives 0.160 eV. The high level lies above $2t$ and gets zero. The self-consistent poles lie at 0.075 eV with width 0.166 eV and at 1.314 eV with width 0.264 eV (0.0097 hartree). The lifetimes $\hbar/\gamma$ are 4.0 and 2.5 fs. As a test, the middle level was released in a junction with 400 atoms per electrode. Its decay between $\tau=3$ and $15\,\hbar$/eV gave 0.266 eV; other time windows of similar length give 0.261 to 0.268 eV, all within 2\% of the pole width.

The high level moves to $E_b=2.376$ eV, 0.376 eV above the band. There $g=(2.376-1.283)/2=0.547$ eV$^{-1}$, and the shift $0.16\times0.547\times\tfrac12=0.044$ eV accounts for the move. Equation (\ref{eq:slope}) gives $g'=-0.426$ eV$^{-2}$, so
\begin{equation}
Z\simeq\frac{1}{1+0.16\times0.426\times0.5}=0.967 .
\end{equation}
The self-consistent vector gives 0.966. The in-band weight is 2.034, and the two add up to 3, as (\ref{eq:sum}) requires. An electron placed in the bare high level is still there with probability 0.932 at late times, both in the time evolution and from the overlap with the sharp state.

At the Fermi energy each contact adds $-0.16i$ eV. Inverting the $3\times3$ matrix with $a=-1.2+0.16i$ gives, in eV$^{-2}$,
\begin{equation}
|G_{31}|^2=\frac{0.64^2}{|a|^2\,|-1.2a-1.28|^2}=\frac{0.4096}{1.4656\times0.0625}=4.47 .
\end{equation}
With $\Gamma_L=\Gamma_R=0.32$ eV, (\ref{eq:T}) yields $T=0.1024\times4.47=0.458$, and the conductance at 0 K is 35.5 $\mu$S. At 300 K it is 38.7 $\mu$S, 9\% higher. The thermal weight in (\ref{eq:cond}) is even in energy, so this rise comes from the part of $T(E)$ that is even about the Fermi energy.

\section{Comparison with a silver filament in silica}

The energies are round, assumed values, not fitted to any cell. Silver enters only through the atomic spacing of 0.29 nm, and silica only through the rough dielectric and tunnelling parameters used below. The site energy was chosen to place levels on both sides of the band edge, not computed for silver. One assumption that real cells break is the one-dimensional electrode. In a simple cubic electrode with the same hopping, each sideways wave gives a chain with a shifted band centre, and the band top rises from 2 to 6 eV. The ``sharp'' level then acquires a width of about 0.05 eV. Its sharpness belongs to the chain model; the rule $\Gamma=2\pi v^2\rho_s$ survives.

Bias has a similar effect. If the electrode bands shift by $\pm V/2$ and the filament is held fixed, the left band top reaches the zero-bias level at $V=2\times0.376=0.75$ V. The level itself rises slightly with bias, so its broadening begins a little above this voltage, at 0.78 V. At 1 V the level has a width of 0.031 eV, confirmed by time evolution, although the right band is still closed to it. One open electrode is enough. Across the 1.16 nm between the electrodes, 0.75 to 1 V means an average field of 6.5 to 8.6 MV/cm, close to the breakdown field of silica, which is of order 10 MV/cm. Silver atoms in a real cell may also move at such voltages, so the fixed filament is an assumption of the model.

Orbital overlap moves both the high bare level and the band top, and the result depends on what is held fixed. With overlapping orbitals a shift of the energy zero changes each hopping in proportion to the overlap, so ``fixed hoppings'' has meaning only for a stated zero. With the zero at the electrode site energy, an assumed neighbour overlap of 0.10 raises the band top to $2/(1-0.2)=2.50$ eV and the high bare level to 2.72 eV; at an overlap of 0.20 the order is reversed, 3.33 against 3.25 eV. If the filament hopping is instead fixed relative to the filament site energy, the overlap 0.10 puts the level at $1.2+1.131/(1-0.141)=2.52$ eV, only 0.02 eV above the band top, and at 0.12 the bare level lies below it. Overlap can therefore change the side of the band edge on which the bare level falls.

Two neglected effects rival the electrode widths. For classical vibrations with an assumed reorganisation energy of 0.1 eV, the level energy has variance $2\times0.1\,\mathrm{eV}\times k_BT$, which gives a full width of 0.17 eV at 300 K, even for a level that the electrodes leave sharp. Stiff vibrations of silica, with quanta well above $k_BT$, are not classical. For a single mode with a quantum of 0.13 eV and the same reorganisation energy, a sharp level splits into separate lines 0.13 eV apart, and the line with no change of quanta keeps a weight of about $e^{-0.1/0.13}\simeq0.46$. The repulsion of two point charges one filament length apart, with relative permittivity 4, is about 0.6 eV. This is only a scale for the charging energy: electrons that share an atom repel more strongly, while screening by the electrodes reduces the repulsion. A shift of that size would take the low level far off resonance: far from resonance a single level gives $|G_{31}|\simeq|u(1)u(3)|/|E-\varepsilon|$ with $|u(1)u(3)|=1/4$, so by (\ref{eq:T}) its own contribution to $T$ would fall to about $(0.32\times\tfrac14/0.6)^2\simeq0.02$. The amplitudes of the other levels interfere with this one, so the total $T$ can differ greatly from this estimate. Moving all three levels together by 0.6 eV gives $T\simeq0.003$ for an upward shift and $0.13$ for a downward one. The computed conductance is therefore a result of the non-interacting model, not a prediction for a cell. Direct tunnelling across the 1.16 nm gap, with an assumed 3 eV barrier and the free-electron mass, has an exponential factor of about $10^{-9}$. Half that mass, a value nearer to silica, raises the factor to about $5\times10^{-7}$, which can still be ignored here.

\section*{Computed results}
\begin{verbatim}
electrode hopping t: 1.00 eV
contact coupling v: 0.40 eV
filament site energy: 1.20 eV
filament hopping: 0.80 eV
atomic spacing: 0.29 nm
temperature: 300 K
band top 2t: 2.00 eV
E=0.0 eV: Re g=0.0000, Im g=-1.0000 1/eV, Gamma=0.3200 eV
E=1.0 eV: Re g=0.5000, Im g=-0.8660 1/eV, Gamma=0.2771 eV
E=2.0 eV: Re g=1.0000, Im g=0.0000 1/eV, Gamma=-0.0000 eV
E=2.5 eV: Re g=0.5000, Im g=0.0000 1/eV, Gamma=-0.0000 eV
low bare level: 0.0686 eV, weight on contacts 0.500, first-order width 0.1599 eV
middle bare level: 1.2000 eV, weight on contacts 1.000, first-order width 0.2560 eV
high bare level: 2.3314 eV, weight on contacts 0.500, first-order width -0.0000 eV
low resonance energy: 0.0748 eV
low resonance width: 0.1662 eV
low resonance lifetime: 3.96 fs
middle resonance energy: 1.3143 eV
middle resonance width: 0.2639 eV
middle resonance width, converted: 0.00970 hartree
middle resonance lifetime: 2.49 fs
middle decay rate times hbar, time evolution: 0.2655 eV
sharp level energy: 2.3759 eV
sharp level distance above band: 0.3759 eV
sharp level filament weight Z: 0.9658
in-band filament weight: 2.0342
high level late survival, time evolution: 0.9321
high level late survival, from Z: 0.9321
strong coupling in threshold test: 0.90 eV
bare-level threshold for state above band: 1.19 eV
transmission at Fermi energy: 0.4582
conductance at 0 K: 35.50 uS
conductance at 300 K: 38.68 uS
thermal energy kT: 0.0259 eV
cubic electrode band top: 6.00 eV
high level width with cubic electrode, first order: 0.0541 eV
bias lifting left band top to sharp level: 0.752 V
bias used in biased case: 1.00 V
high level energy under this bias: 2.3879 eV
high level width under this bias: 0.0306 eV
same width from time evolution: 0.0307 eV
assumed neighbour overlap: 0.10
band top with overlap: 2.500 eV
high bare level with overlap: 2.715 eV
assumed reorganisation energy: 0.10 eV
vibrational full width at half maximum: 0.169 eV
assumed relative permittivity: 4.0
charging energy scale over filament length: 0.62 eV
assumed oxide barrier: 3.0 eV
electrode gap: 1.16 nm
direct tunnelling factor across gap: 1.1e-09
\end{verbatim}
